# How Adatoms Divide Between the Two Edges of a Terrace

A crystal surface cut slightly off a low-index plane is a staircase of flat terraces separated by atomic steps. During growth, atoms land on a terrace, wander over it as adatoms and join the crystal at an edge. On one side the terrace ends at the foot of a step leading up; on the other it ends at the brink of a step leading down. Attachment may be easier at one edge than at the other. What share of the arriving atoms does each edge receive?

Let the terrace occupy $0<x<L$, with the **ascending step** at $x=0$ and the **descending edge** at $x=L$. The steps are straight, so the adatom density $n(x)$, a number per area, depends on $x$ alone. Atoms arrive uniformly at rate $F$ per area and diffuse with a uniform coefficient $D$. For now they neither desorb nor form islands, and they cannot pass a step without attaching.

## 1. Two perfectly absorbing edges

The diffusion current in the direction of increasing $x$, per length of step, is $j=-D\,n'(x)$. In a steady state, the current leaving a strip of width $dx$ exceeds the current entering it by the supply to the strip:

$$j(x+dx)-j(x)=F\,dx .$$

Dividing by $dx$ and inserting $j$ gives

$$D\,n''+F=0. \tag{1}$$

The edges are treated as fixed. This requires the density to settle much faster than a step advances by one terrace width, and the adatoms to be few compared with the atoms of a layer, since a moving step sweeps up those in its path. With absorbing edges, settling takes a time of order $L^2/D$; slow attachment at both edges can make it much longer.

Suppose first that attachment is so fast that both edges hold the density at its equilibrium value $n_{eq}$. The excess $u=n-n_{eq}$ obeys the same equation, with $u(0)=u(L)=0$. Two integrations give $u=A+Bx-Fx^2/(2D)$. The first edge condition sets $A=0$ and the second sets $B=FL/(2D)$, so

$$u=\frac{F}{2D}\,x(L-x).$$

The current into the ascending step runs towards smaller $x$, so its positive magnitude is $J_1=+D\,u'(0)=FL/2$. The current into the descending edge is $J_2=-D\,u'(L)=FL/2$. Each edge takes half of the supply $FL$, as the mirror symmetry of this case requires.

## 2. A slow descending edge

Now let the descending edge attach atoms at a finite rate. The net current into it is taken as proportional to the excess density there:

$$-D\,u'(L)=k_2\,u(L).$$

The coefficient $k_2$ is a velocity, and $d_2=D/k_2$ is a length, the attachment length of that edge. A slow edge has a long attachment length. The ascending step remains perfect, so $u(0)=0$ and $u=Bx-Fx^2/(2D)$. Dividing the edge law by $D$ and inserting $u$,

$$-B+\frac{FL}{D}=\frac{1}{d_2}\left(BL-\frac{FL^2}{2D}\right).$$

Multiply by $d_2$ and collect the terms in $B$:

$$B(L+d_2)=\frac{FL}{D}\left(\frac L2+d_2\right).$$

Since $J_1=D\,u'(0)=DB$, the ascending step receives the share

$$\frac{J_1}{FL}=\frac{L/2+d_2}{L+d_2}.$$

For $d_2\to0$ this returns to one half. For $d_2\to\infty$ the descending edge is blocked and the share tends to one, as it must when a single exit remains.

## 3. Both edges at finite rates

Give the ascending step its own velocity $k_1$ and length $d_1=D/k_1$. The two edge laws are

$$u(0)=d_1\,u'(0),\qquad u(L)=-d_2\,u'(L). \tag{2}$$

The signs differ because atoms leave towards smaller $x$ at one edge and towards larger $x$ at the other. Geometrically, the tangent to the profile at $x=0$ reaches zero at $x=-d_1$, and the tangent at $x=L$ reaches zero at $x=L+d_2$.

With $u=A+Bx-Fx^2/(2D)$, the first law gives $A=d_1B$. Hence

$$u=B(x+d_1)-\frac{Fx^2}{2D}. \tag{3}$$

The second law becomes

$$B(L+d_1)-\frac{FL^2}{2D}=-d_2B+\frac{FLd_2}{D}.$$

Moving the terms in $B$ to the left and the others to the right,

$$B(L+d_1+d_2)=\frac{FL}{D}\left(\frac L2+d_2\right).$$

The share of the ascending step, $f=J_1/(FL)=DB/(FL)$, is therefore

$$\boxed{f=\frac{L/2+d_2}{L+d_1+d_2}} \tag{4}$$

Without desorption the rest goes to the other edge:

$$1-f=\frac{L+d_1+d_2-L/2-d_2}{L+d_1+d_2}=\frac{L/2+d_1}{L+d_1+d_2}.$$

Each share contains the attachment length of the opposite edge in its numerator: resistance at one exit sends atoms to the other.

Subtracting one half from (4) isolates the asymmetry:

$$f-\frac12=\frac{L+2d_2-(L+d_1+d_2)}{2(L+d_1+d_2)}=\frac{d_2-d_1}{2(L+d_1+d_2)}. \tag{5}$$

Several limits follow.

- Equal attachment lengths give $f=1/2$, whatever their common value.
- On a wide terrace, $L\gg d_1,d_2$, diffusion is the bottleneck and $f\to1/2$.
- On a narrow terrace, with both $L\ll d_1$ and $L\ll d_2$, the density is nearly uniform and $f\to d_2/(d_1+d_2)=k_1/(k_1+k_2)$. The edges then compete through their attachment velocities alone.

A case with a slow ascending step tests the other side of one half. For $L=10$, $d_1=7$ and $d_2=0.3$ in a common unit, (4) gives $5.3/17.3=0.306$. A direct numerical solution of (1) with (2) agrees to within $10^{-7}$.

## 4. Where the current changes direction

Inserting $B=fFL/D$ in (3) gives the full profile:

$$u(x)=\frac FD\left[fL(x+d_1)-\frac{x^2}{2}\right]. \tag{6}$$

Its slope is $(F/D)(fL-x)$, so the maximum lies at $x=fL$. The net current vanishes there. To the left it runs to the ascending step and to the right to the descending edge. For perfect edges the divide is at the middle, in agreement with section 1.

This is a statement about net current. It does not mean that every atom landing left of the divide ends at the ascending step, since a random walker can cross the divide in either direction. The fate of single atoms needs its own calculation, which also provides a second derivation of (4).

## 5. The same share from single random walks

Divide the terrace into $N$ rows parallel to the steps, with spacing $b$ and $L=Nb$. An adatom hops to each neighbouring row at rate $\Gamma$, so that $D=b^2\Gamma$. From row 1 it enters the ascending step at rate $r_1\Gamma$; from row $N$ it enters the descending edge at rate $r_2\Gamma$. Let $p_i$ be the probability that an atom starting in row $i$ ends at the ascending step.

In an interior row the next hop is equally likely to go either way, so $p_i=(p_{i-1}+p_{i+1})/2$. Successive differences are then equal: $p_i-p_{i+1}=c$ for all $i$. In row 1 the first hop leads to success with weight $r_1$ or to row 2 with weight 1:

$$(1+r_1)p_1=r_1+p_2\quad\Rightarrow\quad r_1(1-p_1)=p_1-p_2=c .$$

In row $N$ the hop into the descending edge contributes zero:

$$(1+r_2)p_N=p_{N-1}\quad\Rightarrow\quad r_2p_N=p_{N-1}-p_N=c .$$

Thus $p_1=1-c/r_1$ and $p_N=c/r_2$. They are also related by $p_1-p_N=(N-1)c$, so

$$c=\frac{1}{N-1+1/r_1+1/r_2}.$$

Atoms land uniformly and $p_i$ is linear in $i$, so the mean is half the sum of the end values:

$$\bar p=\frac{p_1+p_N}{2}=p_N+\frac{(N-1)c}{2}=\frac{(N-1)/2+1/r_2}{N-1+1/r_1+1/r_2}.$$

Multiply numerator and denominator by $b$ and define

$$d_i=b\left(\frac1{r_i}-\frac12\right). \tag{7}$$

The numerator becomes $Nb/2-b/2+b/r_2=L/2+d_2$. In the denominator the two halves in (7) absorb the $-1$, leaving $L+d_1+d_2$. The result is (4), with no continuum approximation. Even one row works: $N=1$ gives $r_1/(r_1+r_2)$, the ratio of two competing rates.

If entering edge $i$ costs an energy $E_i$ beyond the ordinary diffusion barrier, with the same attempt rate, then $r_i=e^{-E_i/k_BT}$ and

$$d_i=b\left(e^{E_i/k_BT}-\tfrac12\right). \tag{8}$$

With no extra barrier $d_i=b/2$, because the absorbing row lies one full spacing beyond the last row of the terrace, and so half a spacing outside the terrace boundary.

At a position $x$ between the edges, the same linear law reads

$$p(x)=\frac{L-x+d_2}{L+d_1+d_2}. \tag{9}$$

## 6. Atoms that detach again

At finite temperature the edges also emit atoms, so $f$ is a net share: attachment minus detachment, divided by arrivals. The random walk shows why emission does not alter it when both edges have the same equilibrium density.

Let $\theta$ be the equilibrium number of adatoms per site in a row. Detailed balance requires edge $i$ to emit at the rate $r_i\Gamma\theta$ at which it would absorb in equilibrium. An atom emitted by the ascending step starts in row 1 and ends at the other edge with probability $1-p_1=c/r_1$. The transfer rate is $r_1\Gamma\theta\,c/r_1=\Gamma\theta c$. In the reverse direction it is $r_2\Gamma\theta\,p_N=\Gamma\theta c$. The two flows cancel.

If the equilibrium densities are $n_1$ at the ascending step and $n_2$ at the descending edge, the cancellation fails. Write $n=A+Bx-Fx^2/(2D)$. The first edge law gives $A=n_1+d_1B$, and the second gives

$$n_1+B(L+d_1)-\frac{FL^2}{2D}-n_2=-d_2B+\frac{FLd_2}{D}.$$

Solving for $B$ and dividing $DB$ by $FL$,

$$\frac{J_1}{FL}=f+\frac{D(n_2-n_1)}{FL(L+d_1+d_2)}. \tag{10}$$

The edge with the higher equilibrium density feeds the other. The correction grows as the deposition rate falls, because the exchange then competes with a smaller supply.

## 7. Numbers for a Ge(111) staircase

Take slow molecular-beam growth on Ge(111) at 900 K, with steps one bilayer high. The threefold symmetry of the plane makes surface diffusion isotropic when the surface is disordered on the atomic scale, as assumed here. The cubic lattice constant is set to 0.566 nm as a model input; the lengths derived from it carry extra digits only so that the arithmetic can be followed. The energies are assumed effective values: a diffusion barrier of 0.90 eV and extra barriers of 0.05 eV at the ascending step and 0.15 eV at the descending edge.

The hop length is 0.4002 nm and the spacing of close-packed rows is $b=0.3466$ nm. Twenty-seven rows give $L=9.358$ nm, which with a step height of 0.3268 nm corresponds to a miscut of about 2 degrees; the sideways shift between successive bilayers, a fraction of a row spacing, is ignored. With an attempt rate of $10^{13}$ s$^{-1}$ and $k_BT=0.07756$ eV, isotropic hopping gives

$$D=\tfrac14(0.4002\ \text{nm})^2(10^{13}\ \text{s}^{-1})\,e^{-0.90/0.07756}=3.65\times10^{6}\ \text{nm}^2/\text{s},$$

or $3.65\times10^{-8}$ cm$^2$/s. Equation (8) gives the attachment lengths:

$$d_1=0.3466\,(1.905-0.5)=0.487\ \text{nm},$$

$$d_2=0.3466\,(6.92-0.5)=2.22\ \text{nm}.$$

The share is then

$$f=\frac{4.679+2.224}{9.358+0.487+2.224}=\frac{6.90}{12.07}=0.572 .$$

The ascending step takes 57% of the atoms and the descending edge 43%. The numerical diffusion problem and the lattice walk give the same value. These two barriers thus move the share by 0.07 from one half. The shift is not set by their difference alone: extra barriers of 0 and 0.10 eV give 0.04, and 0.10 and 0.20 eV give 0.11. On a terrace ten times wider, with the attachment lengths held fixed, the formula gives 0.509.

The arrival rate is 0.020 bilayers per second. A bilayer holds 14.418 atoms/nm$^2$, so $F=0.2884$ nm$^{-2}$s$^{-1}$ and the film grows at 0.392 nm/min. The supply per length of step is $FL=2.70$ nm$^{-1}$s$^{-1}$, divided into 1.54 and 1.16 nm$^{-1}$s$^{-1}$. In a uniform staircase each step collects the first current from the terrace in front and the second from the terrace behind. Its velocity is therefore $FL/14.418=0.187$ nm/s, independent of $f$.

The excess density peaks at $x=fL=5.35$ nm, where (6) gives $1.34\times10^{-6}$ nm$^{-2}$. For an assumed adatom formation energy of 1.20 eV, the equilibrium density is $1.38\times10^{-6}$ nm$^{-2}$. Detachment is thus no small process here; its effect on $f$ cancels because the two edges are given the same equilibrium density.

## 8. Which assumptions matter here

**Desorption and step motion.** With an assumed desorption energy of 2.60 eV an adatom would stay for about 36 s. About $2\times10^{-7}$ atoms desorb per arriving atom. The ratio $VL/D$, with $V$ the step velocity, is $5\times10^{-7}$, and step motion shifts $f$ by about $10^{-7}$. Both are negligible for this example. The shift from step motion is not controlled by $VL/D$ alone. In the frame of the steps, a current $Vn_{eq}$, a share $n_{eq}/(14.418\ \text{nm}^{-2})$ of the supply, is removed at $x=L$ and added at $x=0$; by (9) this shifts $f$ by $L/(L+d_1+d_2)=0.775$ times that share, however small $VL/D$ is. With the assumed $n_{eq}$ this is $7\times10^{-8}$. The disordered Ge(111) surface at this temperature is generally described as carrying about a quarter of an adatom per surface cell; if these were the mobile species, the shift would be about $+0.10$ and the dilute model would not apply. Desorption is not harmless in general. For $L=10$ nm, $d_1=0.5$ nm, $d_2=2$ nm and $n_{eq}=0$, (4) gives 0.56. If an adatom diffuses a typical length $\sqrt{D\tau}=5$ nm in its lifetime $\tau$, the share per arriving atom falls to 0.37.

**Islands.** Consider first only the excess adatoms. Estimate their pair formation rate per area as $3D\langle u^2\rangle$, with the average over the terrace, and count every pair as a stable island. This gives 0.055 islands in an area $L\times L$ during the growth of one bilayer, which takes 50 s. The equilibrium adatoms form pairs too, and here they outnumber the excess, averaged over the terrace, by about a third. The total density nowhere exceeds $(1.34+1.38)\times10^{-6}=2.72\times10^{-6}$ nm$^{-2}$. Even with this value on the whole terrace, the count $3Dn^2L^2\times50$ s stays below 0.4, so step flow is a consistent assumption under this estimate. For perfect edges and negligible $n_{eq}$, the density is $u\propto FL^2/D$. Multiplying $Du^2$ by the area $L^2$ and by the bilayer time, proportional to $1/F$, gives a count proportional to $FL^6/D$. The tenfold wider terrace would therefore fail the same criterion at this flux and temperature; its share of 0.509 holds only if islands are absent. Lowering the flux alone does not bring the count below one at this temperature, because the equilibrium adatoms then have more time to meet and the estimate counts every pair as stable.

**Unequal edges.** Raising the energy of the atoms bound at the descending edge by 1 meV, which lowers the adatom formation energy there by the same amount, so that $n_2=n_1e^{0.001/0.07756}$, shifts $f$ by $+0.0020$. The size depends directly on the assumed formation energy, through $n_1$. Such a shift needs two unlike steps: in a uniform staircase both sides of a step share the same bound atoms, and a change common to all steps leaves $f$ unaltered.

**Crossing without attachment.** Let atoms pass a step directly with a velocity $0.1k_2$, driven by the density difference across it. From (6), the excess densities at the two ends, in units of $FL/D$, are $fd_1=0.28$ nm and $(1-f)d_2=0.95$ nm. The brink is the more crowded side, so the net crossing is downhill. It carries a share $X$ of the supply from $x=L$ on one terrace to $x=0$ on the next. By (9), this raises the chance of ending at an ascending step from 0.184 to 0.960, a gain of 0.775. The transfer also reduces the density difference that drives it, by $0.775X(d_1+d_2)=2.10X$ in the same units. Hence

$$X=\frac{0.1}{2.224}\,(0.673-2.10X)\quad\Rightarrow\quad X\approx0.0277 ,$$

and the shift is $0.775X\approx+0.0214$, in agreement with the numerical solution. Relative to $f$ it is about 4%, the largest of the shifts computed here for the Ge(111) example, at this assumed crossing velocity.

**Landing at the brink.** If atoms that land in the last row join the descending edge at once, the ascending step loses the part of them it would have received. That part is $p_N/N=0.199/27$, a shift of $-0.0074$.

The result depends strongly on the assumed extra barriers: with equal extra barriers $f$ would be one half, and with a blocked descending edge it would be one. Real steps also have kinks and wander, so $d_1$ and $d_2$ are effective lengths for the whole edge, in general not plain averages of local values, and dependent on $L$ when the kinks are farther apart than the terrace is wide. In chemical vapour deposition, adsorbed hydrogen and incomplete precursor decomposition can change both diffusion and attachment. Equation (4) still applies if these processes leave a uniform source of mobile adatoms, a uniform $D$, linear edge laws with equal equilibrium densities, dilute adatoms, no drift across the terrace from step motion or electromigration (drift velocity times $L/D$ much smaller than one), and no loss of adatoms to desorption, islands or direct crossing of steps; the lengths must then be those of the covered surface. The value 0.57 describes the stated model and is not a measured property of germanium. The complete set of values is in the numerical output below.

## Numbers as computed

```
INPUTS (rough or assumed effective values)
temperature: 900 K
cubic lattice constant: 0.566 nm
rows per terrace: 27
arrival rate: 0.020 bilayer/s
attempt rate: 1.0e+13 1/s
diffusion barrier: 0.90 eV
extra barrier, ascending step: 0.05 eV
extra barrier, descending edge: 0.15 eV
adatom formation energy: 1.20 eV
desorption energy: 2.60 eV
pair capture number: 3.0
DERIVED QUANTITIES
thermal energy kT: 0.07756 eV
hop length: 0.4002 nm
row spacing b: 0.3466 nm
bilayer step height: 0.3268 nm
surface cells per area: 7.209 1/nm2
atoms per bilayer area: 14.418 1/nm2
terrace width L: 9.358 nm
miscut angle: 2.00 degrees
diffusion coefficient D: 3.654e+06 nm2/s = 3.654e-08 cm2/s
arrival rate F: 0.2884 1/(nm2 s)
growth rate: 0.392 nm/min
attachment length d1: 0.487 nm
attachment length d2: 2.224 nm
attachment velocity k1: 7.501e+06 nm/s
attachment velocity k2: 1.643e+06 nm/s
RESULTS
numerator L/2 + d2: 6.904 nm
denominator L + d1 + d2: 12.070 nm
ascending share, formula: 0.57197
ascending share, diffusion numerics: 0.57197
ascending share, lattice walk: 0.57197
descending share: 0.42803
current to ascending step: 1.5435 1/(nm s)
current to descending edge: 1.1550 1/(nm s)
position of density maximum: 5.353 nm
maximum excess density: 1.336e-06 1/nm2
equilibrium density n_eq: 1.375e-06 1/nm2
ascending share, terrace 10 times wider: 0.50902
NEGLECTED EFFECTS
adatom lifetime before desorption: 3.63e+01 s
desorbed per arriving atom: 2.3e-07
step velocity: 0.1872 nm/s
V L/D: 4.8e-07
share shift, step motion: +1.3e-07
islands per L x L per bilayer, stable pairs: 0.055
share shift, descending edge 1 meV higher: +0.0020
share shift, crossing at 0.1 k2: +0.0214
share shift, last-row direct capture: -0.0074
```
